# Binding energy that holds a vacancy cluster against entropic dispersal

## The decision that depends on the estimate

Suppose a defect calculation for a resistive-memory oxide has produced a binding energy per vacancy, and a filament simulation is to be run at 600 K. May the filament be treated as a persistent object, or must the simulation let it dissolve into the oxide? Energy favours the cluster, while entropy favours vacancies spread over many sites. The decision needs the binding energy at which the two balance.

Let $E_b>0$ be the energy needed to take one vacancy out of a large cluster and isolate it in the host. Let $x$ be the fraction of host sites that are vacant. For a large cluster and a dilute host the leading result is

$$E_b^{*}=kT\ln\frac1x .$$

At $x=0.001$ and 600 K this is about 0.36 eV. The derivation below also gives the first correction in $x$ and the first correction for finite filament radius.

## Counting the arrangements

Take $L$ equivalent oxygen sites containing $N$ vacancies, of which $n$ are dissolved. The other $N-n$ form one compact cluster of prescribed shape, which has a single arrangement. For now, host vacancies do not interact, their charge state is fixed, and vibrations are the same in cluster and host. Any ionisation energy belongs in $E_b$; the entropy of electrons released on ionisation is not counted here and is taken up below.

The host consists of all sites outside the cluster:

$$H=L-(N-n)=L-N+n .$$

It contains $n$ vacancies and $H-n=L-N$ filled sites, so the number of arrangements is

$$W(n)=\frac{H!}{n!\,(L-N)!}.$$

Measured from the complete cluster, the free energy is

$$G(n)=nE_b-kT\ln W(n).$$

When one more vacancy leaves, an oxygen atom fills its old site. That site joins the host, so $H$ becomes $H+1$ while $L-N$ stays fixed. Therefore

$$\frac{W(n+1)}{W(n)}=\frac{(H+1)!}{(n+1)!}\,\frac{n!}{H!}=\frac{H+1}{n+1},$$

$$G(n+1)-G(n)=E_b-kT\ln\frac{H+1}{n+1}.$$

For $n\gg1$ the ratio tends to $H/n=1/x$, which gives

$$\Delta G=E_b-kT\ln\frac1x .$$

If $E_b$ exceeds $kT\ln(1/x)$, the next departure raises the free energy and the cluster resists dispersal. If $E_b$ is smaller, departure lowers it and the cluster dissolves.

The balance point is a minimum of $G$. Since $(H+1)/(n+1)=1+(L-N)/(n+1)$ falls as $n$ grows, $\Delta G$ rises with $n$ and changes sign from negative to positive.

For the example,

$$E_b^{*}=0.05170\ \text{eV}\times6.9078\approx0.357\ \text{eV},$$

or 34.5 kJ/mol. The factor 6.9 is the entropy gain of one departing vacancy in units of $k$. Because $x$ enters through a logarithm, doubling it lowers the threshold by just $kT\ln2\approx0.036$ eV.

The same balance gives the host fraction in equilibrium with a surviving cluster:

$$x_{\rm eq}=e^{-E_b/kT}.$$

This was tested by a Boltzmann sum over every $n$ for $10^6$ sites and 3000 vacancies, with $E_b$ set to the threshold. The mean host fraction came out as 0.001000.

## Why complete dispersal gives a different number

One might instead compare the complete cluster with the fully dispersed state. Let $c=N/L$ be the total vacancy fraction. With $n=N$, Stirling's formula gives

$$\ln W(N)\approx L\ln L-N\ln N-(L-N)\ln(L-N).$$

Writing $L\ln L=N\ln L+(L-N)\ln L$ and dividing by $N$,

$$\frac{\ln W(N)}{N}\approx\ln\frac1c-\frac{1-c}{c}\ln(1-c)
\approx\ln\frac1c+1-\frac c2 .$$

The last step uses $\ln(1-c)\approx-c-c^2/2$. The extra 1 arises because the first vacancies to leave enter an almost empty host and gain more entropy than the last:

$$\frac1c\int_0^c\ln\frac1x\,dx=\ln\frac1c+1 .$$

For $10^7$ sites and $10^4$ vacancies the full count gives $7.9067\,k$ per vacancy, against $7.9078\,k$ from $\ln(1/c)+1$. Equal free energies of the two end states would then require

$$kT\left(\ln\frac1c+1\right)=0.409\ \text{eV}.$$

This is not the survival threshold, because a partly dissolved state lies below both ends. For $n\ll H$, Stirling's formula gives $\ln W\approx n[\ln(H/n)+1]$. At the minimum $n^*$, $E_b=kT\ln(H/n^*)$, and so

$$G(n^*)\approx n^*E_b-n^*kT\left[\ln\frac{H}{n^*}+1\right]=-n^*kT<0 .$$

The surviving part follows from $n^*=x_{\rm eq}H$ and $H-n^*=L-N$:

$$\frac{n^*}{N}=\frac{x_{\rm eq}}{1-x_{\rm eq}}\,\frac{1-c}{c}\approx\frac{x_{\rm eq}}{c},
\qquad
\text{surviving part}\approx1-\frac{x_{\rm eq}}{c}.$$

This holds for $x_{\rm eq}<c$; otherwise no macroscopic cluster remains. At 0.409 eV, $x_{\rm eq}=c/\mathrm e$, where $\mathrm e$ is the base of natural logarithms, and the surviving part is $1-1/\mathrm e\approx63\%$. Boltzmann sums for the same box, at 600 K and fixed $c=0.001$, give:

| $E_b$ (eV) | Surviving part |
|---:|---:|
| 0.300 | 0.00% |
| 0.357 | 0.79% |
| 0.409 | 63.24% |
| 0.500 | 93.69% |

The 0.79% at threshold is a finite-size effect. There the weight is close to a Gaussian in $n$ centred at $n=N$, and $n$ cannot exceed $N$. Its variance is about $N$, since $d\ln(H/n)/dn\approx-1/n$ for a dilute host. The mean deficit of the resulting half-Gaussian is $\sqrt{2N/\pi}\approx80$ vacancies, or 0.80% of $10^4$. As a fraction of $N$ it vanishes as $N^{-1/2}$.

Two requirements should therefore be kept apart. A binding energy of 0.36 eV stops net loss into a host already at $x=0.001$. To keep most of a closed system's vacancies in the cluster, $E_b$ must lie several tenths of $kT$ or more above that value.

## The first correction in the host fraction

If the binding of the cluster comes from pair attractions, vacancies also attract one another in the host. To find the effect, take a simple cubic oxygen sublattice in which each nearest-neighbour pair of vacancies gains an energy $\varepsilon$. A vacancy inside the cluster has six bonds, each shared by two vacancies, so

$$E_b=\frac{6\varepsilon}{2}=3\varepsilon .$$

At the threshold, $\varepsilon=0.119$ eV.

Let $s_i=1$ for a vacant site and 0 for a filled one. At vacancy chemical potential $\mu$, the energy minus $\mu$ times the vacancy number is

$$K=-\varepsilon\sum_{\rm bonds}s_is_j-\mu\sum_i s_i .$$

For $\mu=-3\varepsilon$, replacing every $s_i$ by $1-s_i$ leaves $K$ unchanged. With $M$ sites there are $3M$ bonds, and each site belongs to six, so the replacement gives

$$-3M\varepsilon+6\varepsilon\sum_i s_i-\varepsilon\sum_{\rm bonds}s_is_j+3M\varepsilon-3\varepsilon\sum_i s_i ,$$

which is $K$ again. The vacancy-rich and vacancy-poor phases therefore have equal grand potentials and coexist at $\mu=-3\varepsilon=-E_b$.

Each host vacancy then carries a weight $y=e^{-E_b/kT}$, and each neighbouring pair an extra factor $g=e^{\varepsilon/kT}=y^{-1/3}$. Of the $M(M-1)/2$ pairs of sites, $3M$ are neighbours. The grand partition function to second order in $y$ is

$$\Xi=1+My+y^2\left[\frac{M(M-1)}2+3M(g-1)\right]+\cdots$$

Taking the logarithm subtracts $M^2y^2/2$, which cancels the term proportional to $M^2$:

$$\frac{\ln\Xi}{M}=y+y^2\left[3(g-1)-\frac12\right]+\cdots$$

The vacant fraction is $x=(y/M)\,d\ln\Xi/dy$, so

$$\frac xy=1+6y(g-1)-y+\cdots=1+6y^{2/3}-7y+\cdots$$

The second form uses $yg=y^{2/3}$. Triplets with two bonds enter at relative order $y^2g^2=y^{4/3}$. Taking the logarithm, and replacing $y$ by $x$ in the small terms, gives

$$E_b^{*}=kT\left[\ln\frac1x+6x^{2/3}-7x+O(x^{4/3})\right].$$

The first correction varies as $x^{2/3}$, not $x$, because in this model the attraction that binds the cluster also increases the number of host pairs. The exponent belongs to the lattice: with $z$ neighbours $g=y^{-2/z}$ and the term varies as $x^{1-2/z}$. If host vacancies have no pair attraction, the correction is of order $x$. It raises the threshold: attraction makes the dispersed state more favourable.

The small term $-y$ in $x/y$ depends on the description of the cluster. This symmetric model allows a few filled sites inside it, whereas the first count did not. At $y=0.001$ the difference is about $0.001\,kT$.

For the example, $y=0.001$ and $g=10$:

$$\frac xy\approx1+6(0.001)(9)-0.001=1.053 .$$

The energy shift is $kT\ln1.053\approx0.003$ eV, under 1% of the threshold. A sum over states with up to three vacancies on a periodic $4\times4\times4$ lattice gives 1.056. That sum includes triplets, which the pair formula omits, but it is truncated: the converged value for this model is 1.057, which leaves the shift at 0.003 eV.

At $x=0.01$ the two correction terms add up to about $0.2\,kT$. The expansion requires $6x^{2/3}\ll1$, and near $x\sim0.07$ the term $6x^{2/3}$ alone reaches 1. There the two terms give $0.53\,kT$ while the model's actual correction is about $0.66\,kT$, so the dilute expansion can no longer be trusted.

## The first correction for finite radius

A filament between electrodes has a side surface. Let its radius be $r$, its fixed length $\ell$, its side-surface energy per area $\gamma$, and the volume per oxygen site $\Omega$. Then

$$N=\frac{\pi r^2\ell}{\Omega},\qquad E_{\rm side}=2\pi r\ell\gamma,$$

$$\frac{dE_{\rm side}}{dN}=\frac{2\pi\ell\gamma}{2\pi r\ell/\Omega}=\frac{\gamma\Omega}{r}.$$

Removing a vacancy releases this energy, so the bulk binding must supply it in addition:

$$E_b^{*}=kT\ln\frac1x+\frac{\gamma\Omega}{r}.$$

Take $r=2.5$ nm, $\ell=5$ nm and 55 oxygen sites per nm³, which makes 5400 vacancies. An assumed $\gamma=0.5$ J/m² is 3.121 eV/nm², so

$$\frac{\gamma\Omega}{r}=\frac{3.121\times0.01818}{2.5}\approx0.023\ \text{eV}.$$

Removing one vacancy from the finite filament gives the same value.

Since the shift grows as the filament thins, the balance is unstable when the host is held at fixed $x$. For $E_b=0.40$ eV, the critical radius is

$$r_c=\frac{\gamma\Omega}{E_b-kT\ln(1/x)}\approx\frac{0.0567}{0.043}\approx1.3\ \text{nm}.$$

As long as it stays a cylinder, a thinner filament dissolves and a thicker one grows. It need not stay one. If its ends slide freely on the electrodes at no energy cost, a cylinder with $r<\ell/\pi\approx1.6$ nm lowers its side area by necking at fixed $N$; with pinned ends the limit is $\ell/2\pi\approx0.8$ nm. A hemispherical cap of the same volume on one electrode, of radius $R=(3r^2\ell/2)^{1/3}$ and area $2\pi R^2$, has less area than the cylinder for $r<\ell/2.25\approx2.2$ nm. The bridge can thus break without any vacancy dissolving, and $E_b$ does not decide this. The continuum surface energy is itself doubtful at a radius of a few atomic spacings.

## Vibrations and charge

If dispersal softens some vibrations, the host gains further entropy. An oscillator with quantum $q$ has free energy

$$F=\frac q2+kT\ln\left(1-e^{-q/kT}\right)=kT\ln\left(2\sinh\frac q{2kT}\right)\approx kT\ln\frac q{kT}+\frac{q^2}{24kT}.$$

Assume that three modes per vacancy soften from 50 to 40 meV. The leading term raises the threshold by $3kT\ln(50/40)\approx0.035$ eV. The full oscillator expression gives 0.037 eV, and the $q^2$ term accounts for the difference. Stiffening would have the opposite sign.

With the surface, vibrational and host-attraction shifts added, the threshold is about 0.42 eV. This total inherits the assumed surface energy and mode softening. The assumed $\gamma$ is also about three times the value implied by the bond model above: counting broken bonds with $\varepsilon=0.119$ eV gives about 0.18 J/m² for a circular cross-section (0.16 J/m² for the lower-energy square one), a surface shift of 0.007–0.008 eV and a total near 0.40 eV.

Charge may matter more. The host vacancy density is $5.5\times10^{19}$ cm⁻³, with a mean spacing $a=2.63$ nm. For doubly ionised vacancies and relative permittivity $\epsilon_r=20$, the bare Coulomb energy at that spacing is

$$\frac{(2e)^2}{4\pi\epsilon_0\epsilon_r a}\approx0.11\ \text{eV},$$

where $e$ is the elementary charge. This is about twice $kT$, so ideal mixing is then unsafe. The figure is a single pair energy, not a shift to be added, and it may understate the error: ion-sphere and finite-size Debye–Hückel estimates of the excess chemical potential are about $-0.2$ eV for the vacancy alone, and the Debye–Hückel value is $-0.2$ to $-0.3$ eV for the vacancy with two mobile electrons; a negative value raises the threshold. The released electrons also carry entropy. If each departing vacancy frees two electrons that localise on cation sites, half as numerous as oxygen sites, these sites are occupied to a fraction 0.004, and ideal mixing adds about $2kT\ln250\approx0.57$ eV, raising the threshold to about 0.93 eV. The two spin states of each electron add $2kT\ln2\approx0.07$ eV, making 1.0 eV. Ideal mixing is itself doubtful here: the point-charge attraction of an electron to a doubly ionised vacancy at 0.4 nm is about $7\,kT$, so many electrons would stay bound. Measured against a fully ionised $E_b$, this raises the threshold further. If the electrons enter the conduction band instead, their density of $1.1\times10^{20}$ cm⁻³ exceeds the effective density of states, $7\times10^{19}$ cm⁻³ at 600 K for a single valley with the free-electron mass, so the Fermi level lies about $kT$ above the band edge $E_c$. With $E_b$ referred to electrons at the edge, the threshold is $kT\ln(1/x)-2(E_F-E_c)$, which is 0.26 eV for that mass and 0.40 eV for twice that mass.

## Temperature and the real device

At fixed $x=0.001$ the threshold is proportional to $T$: 0.18 eV at 300 K and 0.54 eV at 900 K. If instead $E_b$ is held at 0.357 eV, the equilibrium host fraction is $10^{-6}$ at 300 K and $10^{-2}$ at 900 K. Heating can thus turn a host that feeds the cluster into one that drains it. None of this gives a rate. Migration barriers decide how quickly equilibrium is approached, so a cold filament may persist even when it is thermodynamically unstable.

The site density, permittivity, filament size and temperature are rough values for a hafnia-like device under Joule heating; the surface energy and mode softening are assumptions. A real filament may be an oxygen-poor region rather than a fully vacant one, which breaks the assumption of an entropy-free cluster. Suppose a fraction $p$ of its sites is vacant, with ideal mixing and fixed numbers of sites in both regions. Moving one vacancy then changes the configurational entropy by $k\ln[(1-x)/x]$ in the host and by $-k\ln[(1-p)/p]$ in the filament, so

$$E_b^{*}=kT\left[\ln\frac{1-x}{x}-\ln\frac{1-p}{p}\right],$$

where $E_b$ is now the transfer energy at that filament composition. For $p=0.2$ this lies $kT\ln4\approx0.07$ eV below the earlier value. It is only the condition for no net exchange between two regions of fixed size: it diverges as $p\to1$ and does not say whether the filament shrinks. If instead the filament keeps its composition and gives up $1/p$ sites with each vacancy, as in the first count, it loses the entropy $k\,s(p)/p$ with $s(p)=-p\ln p-(1-p)\ln(1-p)$, and for $x\ll p$ $E_b^{*}\approx kT[\ln(1/x)-s(p)/p]$. This returns to $kT\ln(1/x)$ at $p=1$, and at $p=0.2$ it gives 0.23 eV, a fall of 0.13 eV. The oxygen sites need not be equivalent: if vacancies prefer one half of them, the threshold falls by up to $kT\ln2\approx0.036$ eV. Fields, temperature gradients and exchange of oxygen with the electrodes also take a working device away from the closed equilibrium assumed here.

For the simulation decision, take first a fully vacant filament whose vacancies release no electrons on leaving. Then a calculated binding energy well above 0.5 eV supports treating it as stable against dissolution at 600 K and $x=0.001$, and one well below 0.3 eV does not. The upper bound assumes a surface shift as small as in the example; for $r=1$ nm and $\gamma=2$ J/m² the threshold is 0.62 eV. Neither bound says whether the filament keeps bridging the electrodes. These bounds do not carry over to vacancies that ionise, where the threshold can reach 1 eV or more for localised electrons and fall below 0.3 eV for degenerate band electrons, or to an oxygen-poor filament, where it can fall to about 0.2 eV or below. Between them, charge state, surface and vibrations must be calculated for the material in question. The numerical output follows.

## Values computed for the example and the checks

```
Temperature: 600 K
Host vacant-site fraction x: 0.001
kT: 0.05170 eV
ln(1/x), marginal entropy per vacancy: 6.9078 k
Threshold binding energy: 0.3572 eV
Threshold binding energy: 34.5 kJ/mol
Open test: 1000000 sites, 3000 vacancies
Host fraction from Boltzmann sum: 0.001000
Closed box: 10000000 sites, 10000 vacancies
Average entropy, complete dispersal: 7.9067 k
Energy from complete-dispersal comparison: 0.4089 eV
Surviving part at E_b = 0.3000 eV: 0.00 %
Surviving part at E_b = 0.3572 eV: 0.79 %
Surviving part at E_b = 0.4089 eV: 63.24 %
Surviving part at E_b = 0.5000 eV: 93.69 %
Threshold at 300 K, same x: 0.1786 eV
Equilibrium x at 300 K, 600 K threshold E_b: 1.00e-06
Threshold at 900 K, same x: 0.5357 eV
Equilibrium x at 900 K, 600 K threshold E_b: 1.00e-02
Oxygen site density: 55 per nm^3
Filament radius: 2.5 nm, length: 5.0 nm
Vacancies in filament: 5400
Host vacancy density: 5.50e+19 cm^-3
Assumed surface energy: 0.50 J/m^2 = 3.121 eV/nm^2
Volume per site: 0.01818 nm^3
Surface shift: 0.0227 eV
Surface shift by removing one vacancy: 0.0227 eV
Mode quantum, cluster: 50 meV
Mode quantum, host: 40 meV
Vibrational shift, classical: 0.0346 eV
Vibrational shift, quantum: 0.0368 eV
Bond energy between neighbour vacancies: 0.1191 eV
Pair factor g: 10.000
x/y from pair formula: 1.0530
x/y from lattice sum: 1.0559
Host-attraction shift: 0.0027 eV
Threshold with these three shifts: 0.417 eV
Relative permittivity: 20
Mean spacing of host vacancies: 2.63 nm
Coulomb scale, doubly ionised: 0.110 eV
```
